# Zero-energy state of an odd random-hopping chain: two derivations

## Definitions and conventions

Consider an open chain of $N=2M+1$ sites, numbered from 1 to $N$, with one orbital per site. The orbitals are orthonormal, all site energies are equal and are taken as the zero of energy, and electrons are independent. The Hamiltonian is

$$H=\sum_{n=1}^{N-1}t_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),$$

with real, nonzero hoppings $t_n$ of either sign. A state has amplitudes $\psi_n$.

The $t_n$ are independent and drawn from one distribution. Write $a_n=\ln|t_n|$, with mean $\mu$ and finite variance $\sigma^2$. The logarithm of a hopping requires a unit of energy, but only differences of logarithms will appear, so the unit drops out. Distance $d=2m$ is counted in bonds from site 1, and

$$X_d=\ln\left|\frac{\psi_{1+d}}{\psi_1}\right| .$$

The result to be derived has two parts. For every set of hoppings there is one zero-energy state, with

$$\left|\frac{\psi_{2m+1}}{\psi_1}\right|=\prod_{j=1}^{m}\left|\frac{t_{2j-1}}{t_{2j}}\right| .\tag{1}$$

Over the ensemble of chains,

$$\langle X_d\rangle=0,\qquad \langle X_d^2\rangle=\sigma^2 d,\tag{2}$$

and the typical size of $|X_d|$, not merely its rms value, grows as $\sqrt d$. Independence alone would not suffice: the case of unequal bond distributions is treated below and gives a different law.

## First derivation: recursion and moments

**The state.** Row $n$ of $H\psi=0$ reads

$$t_{n-1}\psi_{n-1}+t_n\psi_{n+1}=0,\tag{3}$$

where the missing term is dropped at each end. Row 1 is $t_1\psi_2=0$, so $\psi_2=0$. Row 3 is $t_2\psi_2+t_3\psi_4=0$, so $\psi_4=0$. Continuing through the odd rows makes every even-site amplitude vanish. The last row, $t_{N-1}\psi_{N-1}=0$, is then satisfied, because $N-1$ is even. This is where the odd length matters.

The even rows, $n=2j$, connect the odd sites:

$$\psi_{2j+1}=-\frac{t_{2j-1}}{t_{2j}}\,\psi_{2j-1}.\tag{4}$$

Applying this $m$ times gives

$$\frac{\psi_{2m+1}}{\psi_1}=(-1)^m\prod_{j=1}^{m}\frac{t_{2j-1}}{t_{2j}},$$

whose modulus is (1). The one free number is $\psi_1$, fixed up to a sign by normalization, so the state is unique. Physically, the two waves reaching each even site cancel, and a weak bond on one side must be compensated by a large amplitude there.

**The moments.** The logarithm of (1) is a sum,

$$X_{2m}=\sum_{j=1}^{m}y_j,\qquad y_j=a_{2j-1}-a_{2j}.\tag{5}$$

Each $y_j$ has mean $\mu-\mu=0$ and variance $v=\sigma^2+\sigma^2=2\sigma^2$. Different $y_j$ share no bond, so they are independent and their cross terms average to zero. Hence

$$\langle X_{2m}^2\rangle=m\,v=2m\sigma^2=\sigma^2d,$$

which is (2). Starting the sum at another odd site changes the bonds in it but not their number, so the same law holds between any two odd sites a distance $d$ apart.

**Typical size.** An rms value can be dominated by rare chains. To exclude this, assume for the moment that $\mu_4=\langle y_j^4\rangle$ is finite. In $\langle X^4\rangle$, terms survive if all four factors carry the same index, or if the indices form two different pairs. There are $m$ terms of the first kind. For the second, there are $m(m-1)/2$ choices of two indices and 6 arrangements of each. Thus

$$\langle X_{2m}^4\rangle=m\mu_4+3m(m-1)v^2.\tag{6}$$

Let $Y=X_{2m}^2$, let $0<\theta<1$, and let $P$ be the probability that $Y>\theta\langle Y\rangle$. Splitting the mean at this threshold, and using the Cauchy–Schwarz inequality for the upper part, gives

$$\langle Y\rangle\le\theta\langle Y\rangle+\sqrt{\langle Y^2\rangle P}
\quad\Rightarrow\quad
P\ge(1-\theta)^2\frac{\langle Y\rangle^2}{\langle Y^2\rangle}.$$

Since $\langle Y\rangle^2=m^2v^2$, equation (6) makes the lower bound tend to $(1-\theta)^2/3$ at large $m$. With $\theta=1/4$ it tends to $3/16$: a finite fraction of long chains has $|X_d|>\tfrac12\sigma\sqrt d$. In the other direction, Chebyshev's inequality says that at most a fraction $1/L^2$ has $|X_d|>L\sigma\sqrt d$. The scale $\sqrt d$ therefore belongs to a finite share of chains and is not produced by ever rarer ones.

## Second derivation: determinants and the full distribution

**The state.** Let $D_n$ be the determinant of an open chain of $n$ sites with hoppings $t_1,\ldots,t_{n-1}$. Expansion along the last row, whose diagonal entry is zero, gives

$$D_n=-t_{n-1}^2D_{n-2},\qquad D_0=1,\quad D_1=0.\tag{7}$$

All odd chains have $D_n=0$ and hence a zero-energy state. For an even chain of $2p$ sites,

$$D_{2p}=(-1)^p\,t_1^2t_3^2\cdots t_{2p-1}^2\ne0,\tag{8}$$

so an even chain has no zero-energy state. Its sites can all be paired by the bonds $t_1,t_3,\ldots$, while an odd chain leaves one site unpaired.

To find where the unpaired weight sits, delete the last row and first column of the odd-chain $H$. The remaining matrix is lower triangular with diagonal $t_1,\ldots,t_{N-1}$, and its determinant is nonzero. Thus $H$ has rank $N-1$ and its zero-energy state is unique.

The adjugate matrix $A$, formed from the cofactors of $H$, obeys $HA=(\det H)\,I=0$. Every column of $A$ is therefore proportional to $\psi$. Since $A$ is symmetric and nonzero, $A_{nk}=c\,\psi_n\psi_k$ with a constant $c\neq0$. Its diagonal entry is the determinant left after removing site $n$, which cuts the chain into two independent pieces:

$$c\,\psi_n^2=D_{\rm left}(n-1\ {\rm sites})\;D_{\rm right}(N-n\ {\rm sites}).\tag{9}$$

For even $n$ both pieces are odd, and $\psi_n=0$. For $n=2m+1$ both are even. In the left piece, (8) pairs sites through the odd-numbered bonds. The right piece starts at site $2m+2$, so its pairing bonds are even-numbered:

$$c\,\psi_{2m+1}^2=(-1)^M\prod_{j=1}^{m}t_{2j-1}^2\prod_{j=m+1}^{M}t_{2j}^2.\tag{10}$$

The sign is $(-1)^m(-1)^{M-m}=(-1)^M$, the same for every $m$. Dividing by the case $m=0$ cancels it, together with $c$ and all even bonds beyond $2m$. The square root is (1). The weight on an odd site thus measures how strongly all the other sites can be paired when that site is left out.

**The distribution.** Let $\varphi(k)=\langle e^{ika_n}\rangle$. By independence, each pair of bonds in $X_{2m}$ contributes $\varphi(k)\varphi(-k)=|\varphi(k)|^2$, so

$$\langle e^{ikX_{2m}}\rangle=|\varphi(k)|^{2m}.\tag{11}$$

The factor $|\varphi|^2$ is the characteristic function of $y=a_1-a_2$, with mean zero and variance $2\sigma^2$. Its expansion is

$$|\varphi(k)|^2=1-\sigma^2k^2+o(k^2).\tag{12}$$

The coefficient of $k^2$ in (11) is $-m\sigma^2$. It must equal $-\tfrac12\langle X_{2m}^2\rangle$, which gives $\langle X_{2m}^2\rangle=2m\sigma^2=\sigma^2d$ again. Now set $k=s/(\sigma\sqrt{2m})$ at fixed $s$:

$$\left\langle e^{isX_d/(\sigma\sqrt d)}\right\rangle
=\left[1-\frac{s^2}{2m}+o\!\left(\frac1m\right)\right]^m\longrightarrow e^{-s^2/2}.\tag{13}$$

This is the characteristic function of the standard normal distribution. At large distance the median of $|X_d|$ therefore tends to $0.6745\,\sigma\sqrt d$, which is the typical growth law with its coefficient.

## What each derivation assumes

Both use nearest-neighbour hopping, equal site energies and an odd open chain. The recursion gives the signs of $\psi$ as well as the moduli. The determinants give $\psi^2$, but show how the whole chain fixes the weight.

The statistical assumptions differ more. The variance in the first derivation uses only equal means, equal variances and uncorrelated $a_n$. Full independence and a finite fourth moment enter in its proof of typical growth. The second derivation uses independence and identical distributions from the start, but a finite variance is then enough, and it yields the limiting distribution.

## Meaning and limits of the law

The decay rate $X_d/d$ has rms value $\sigma/\sqrt d$, which tends to zero. In this model there is no finite localization length at zero energy, yet the state is not uniform: its amplitude ratios are typically of order $e^{\pm\sigma\sqrt d}$. The distance runs from a fixed odd site, not from the largest peak, which is why either sign of $X_d$ is equally likely.

**Mean against typical.** If the required averages exist, independence gives

$$\left\langle\left|\frac{\psi_{1+d}}{\psi_1}\right|\right\rangle=\big(\langle|t|\rangle\langle1/|t|\rangle\big)^{d/2}.\tag{14}$$

The bracket exceeds 1 unless $|t|$ is constant, by the Cauchy–Schwarz inequality. The mean ratio grows exponentially, while exchanging the bonds in each pair turns $X_d$ into $-X_d$ and keeps the median ratio at 1. As the distance grows, the mean is carried by an ever smaller share of chains with large ratios, and it does not describe a typical chain.

**Unequal bonds.** If odd and even bonds have mean logarithms $\mu_o$ and $\mu_e$, but the same variance $\sigma^2$, then (5) gives

$$\langle X_d\rangle=\frac d2(\mu_o-\mu_e).$$

The variance about this mean is still $\sigma^2d$. The drift equals the rms fluctuation at $d=4\sigma^2/(\mu_o-\mu_e)^2$. Beyond this distance it dominates, and the state decays exponentially from one end.

**Infinite variance.** Suppose instead that $|\varphi(k)|^2=1-C|k|^\alpha+\ldots$ with $C>0$ and $0<\alpha<2$. Setting $k=s\,m^{-1/\alpha}$ in (11) gives the limit $e^{-C|s|^\alpha}$. The typical fluctuation then grows as $d^{1/\alpha}$, faster than $\sqrt d$.

**A numerical test.** For 4000 chains of 41 sites, with random signs and $|t|$ uniform from 0.5 to 1.5 in units of its mean, $\sigma=0.3079$. Diagonalization gave an rms $X_d$ of 0.968 at $d=10$ and 1.958 at $d=40$, against 0.974 and 1.947 from (2). The fitted power of distance was 0.499. At $d=40$ the median of $|X_d|/(\sigma\sqrt d)$ was 0.681, close to the limiting 0.6745.

At $d=10$, (14) gives $(\ln3)^5=1.600$ for the mean ratio. The sample gave 1.570, with a sampling error of about 0.03, and a median ratio of 0.981. In a separate set of 1000 chains all odd bonds were multiplied by 1.2. The mean $X_{40}$ became 3.647, against $20\ln1.2=3.646$. The sampling error of this mean is about 0.06, so the much closer agreement is chance.

## A row of traps in an amorphous oxide

Take 11 identical electron traps in a row across a 10 nm film. Rough values for defect-rich amorphous hafnium oxide are a trap depth $E_t=1.5$ eV and a tunnelling mass $m^*=0.15\,m_e$. The spacings $r$ are independent and uniform within 0.2 nm of their mean $r_0=1.0$ nm.

**The hopping.** Model each trap as a zero-range well, with orbital $e^{-\kappa r}/r$ and $E_t=\hbar^2\kappa^2/2m^*$. Near the well the orbital behaves as $1/r-\kappa$, and this ratio of the two terms defines the well. For two wells a distance $R$ apart, take the sum or difference of two such functions with decay constant $q$. Near one well it behaves as $1/r-q\pm e^{-qR}/R$, so

$$q_\pm\mp\frac{e^{-q_\pm R}}{R}=\kappa,\qquad q_\pm\simeq\kappa\pm\frac{e^{-\kappa R}}{R}$$

to leading order. The energies are $-\hbar^2q_\pm^2/2m^*$, and half their splitting is the hopping magnitude:

$$t(R)=\frac{\hbar^2}{4m^*}(q_+^2-q_-^2)\simeq\frac{\hbar^2\kappa}{m^*}\frac{e^{-\kappa R}}{R}=2E_t\frac{e^{-\kappa R}}{\kappa R}.\tag{15}$$

The even state is lower, so the matrix element is $-t$; this sign does not affect $X_d$. Here $\kappa=2.430$ nm$^{-1}$ and

$$t(r_0)=\frac{3.0\ {\rm eV}}{2.430}\,e^{-2.430}=0.109\ {\rm eV},$$

which is 0.9% below the solved half-splitting of the two wells.

**The fluctuation.** From (15), $\ln t=\text{const}-\kappa r-\ln r$. Its slope at $r_0$ has magnitude $\kappa+1/r_0=3.430$ nm$^{-1}$, and the rms spacing deviation is $0.2/\sqrt3=0.1155$ nm. Their product, 0.396, is the linear estimate of $\sigma$; integration over the spacing distribution gives 0.397. The solved two-well half-splitting would give 0.402, but (15) is the right input for the zero state. In a row of wells the coefficients $c_n$ of the functions $e^{-qr}/r$ obey $(q-\kappa)c_n=\sum_{m\ne n}c_m\,e^{-qR_{nm}}/R_{nm}$. With nearest neighbours only, the zero state has $q=\kappa$, and this is (3) with hoppings exactly proportional to $e^{-\kappa R}/R$. Keeping all pairs of wells lowers the rms at ten bonds by only about 0.001. At a mean distance of 10 nm, or ten bonds,

$$\sigma\sqrt{10}=0.3971\times3.162=1.256 .$$

One rms fluctuation is a factor $e^{1.256}=3.5$ in amplitude and 12 in density. Diagonalizing 4000 such chains gave an rms of 1.248, with 68.6% of chains within $\pm1.256$; the normal law gives 68.3%.

In one sampled chain the first two hoppings are 129.2 and 143.5 meV, so the first step is $\ln(129.2/143.5)=-0.105$. The next pair, 212.9 and 129.2 meV, adds 0.50. All five pairs bring $X$ to 1.414 at the far end. The logarithm of the ratio of the end amplitudes, 0.153 and $-0.628$, has this value within rounding, and their opposite signs agree with $(-1)^5$.

**Linked spacings.** The bond lengths are not independent if each trap is displaced independently from a regular row. Let $u_n$ be the displacement along the row, with variance $s_u^2$. The length deviations are $u_{n+1}-u_n$, with variance $2s_u^2$. With slope magnitude $g=\kappa+1/r_0$, the linearized logarithm is

$$X_d\simeq-g\sum_{n=1}^{d}(-1)^{n-1}(u_{n+1}-u_n).$$

Each interior displacement appears twice with the same sign, and each end displacement once. The variance is therefore $g^2s_u^2[4(d-1)+2]$. Since $\sigma^2\simeq2g^2s_u^2$,

$$\langle X_d^2\rangle\simeq\sigma^2(2d-1).\tag{16}$$

The growth remains a square root at large $d$, but its coefficient rises by $\sqrt2$. With the spacing variance held fixed, the rms at ten bonds becomes $0.397\sqrt{19}=1.73$; diagonalization gave 1.74.

**Beside a real oxide.** A 1 nm spacing in all three directions would mean $10^{21}$ traps per cm$^3$. The row therefore stands for a heavily defective path, not for a good gate insulator, and a 10 nm film is thicker than the high-k layer of a modern transistor. Changing the mass alone to 0.10 or 0.20 $m_e$ moves the 10 nm rms to 1.09 or 1.39.

Equal trap levels are the more fragile assumption. To size this, each perturbation below was added alone, and the largest squared overlap of the original zero state with any new eigenstate was found. The medians over 4000 chains were:

- 0.999 with hopping between all pairs of traps;
- 0.995 with normally distributed site energies of rms 0.01 eV;
- 0.61 when that rms is 0.10 eV;
- 0.34 in a field of 1 MV/cm along the row.

That field changes the site energy by 0.10 eV per nm, about one hopping energy per bond. In the last two cases the zero state is no longer close to a single eigenstate, so the value 1.256 should not be assigned to one. Even without these perturbations, the median gap to the next level is 0.052 eV, only twice $k_BT=0.026$ eV at 300 K.

Lattice relaxation can be more severe. Let an occupied trap displace a local oscillator of quantum $\hbar\omega$ and gain relaxation energy $S\hbar\omega$. A hop removes this displacement at one site and creates it at the other. With $b$ the oscillator's lowering operator, the Gaussian thermal average at each site is

$$\left\langle e^{\sqrt S(b^\dagger-b)}\right\rangle=\exp\!\left[-\frac S2\coth\frac{\hbar\omega}{2k_BT}\right],$$

because $\langle(b^\dagger-b)^2\rangle=-\coth(\hbar\omega/2k_BT)$. The two sites together multiply the coherent hopping by the square of this factor. For rough values of 0.5 eV relaxation and $\hbar\omega=0.05$ eV, $S=10$ and the product is about $2\times10^{-6}$ at 300 K. The hopping falls to about $2\times10^{-7}$ eV. A common factor cancels from (1), but site-energy differences of even 0.01 eV would then far exceed the hopping. The example therefore describes an isolated row in a rigid lattice with nearly equal trap levels, without coupling to electrodes or repulsion between electrons; with relaxation this strong, the coherent zero state would not survive such differences. The numerical output below lists the values at the intermediate distances.

## Calculated quantities

```
GENERAL LAW: 41 sites, |t| uniform on 0.5 to 1.5 (units of mean)
chains diagonalized: 4000
sigma = std of ln|t|: 0.3079
d =  2 bonds: rms X 0.441, sigma*sqrt(d) 0.435
d =  4 bonds: rms X 0.617, sigma*sqrt(d) 0.616
d = 10 bonds: rms X 0.968, sigma*sqrt(d) 0.974
d = 20 bonds: rms X 1.385, sigma*sqrt(d) 1.377
d = 40 bonds: rms X 1.958, sigma*sqrt(d) 1.947
fitted power of distance: 0.499
median |X|/(sigma sqrt d), d = 40: 0.681
mean |psi ratio|, d = 10: 1.570, law 1.600
median |psi ratio|, d = 10: 0.981
odd bonds x1.2, mean X at d = 40: 3.647, law 3.646
TRAP ROW (rough values for amorphous hafnium oxide)
depth 1.5 eV, mass 0.15 m_e, traps 11
spacing 1.0 nm, uniform within +-0.2 nm
kappa: 2.430 1/nm
hopping at mean spacing: 0.1087 eV
its error against solved two wells: -0.86 %
sigma = std of ln t: 0.3971
 2.0 nm: rms X 0.566, law 0.562
 4.0 nm: rms X 0.797, law 0.794
 6.0 nm: rms X 0.969, law 0.973
 8.0 nm: rms X 1.109, law 1.123
10.0 nm: rms X 1.248, law 1.256
one-rms amplitude factor at 10 nm: 3.51
one-rms density factor at 10 nm: 12.32
share of chains within one rms: 0.686
ONE CHAIN
spacings (nm): 0.95 0.92 0.81 0.95 0.92 1.11 1.02 1.10 1.10 1.13
hoppings (meV): 129.2 143.5 212.9 129.2 143.5 74.9 101.5 77.5 77.5 70.1
psi, odd sites: 0.153 -0.138 0.227 -0.434 0.569 -0.628
X, odd sites: 0.000 -0.105 0.395 1.044 1.314 1.414
NEGLECTED EFFECTS (weight of zero state kept in one eigenstate)
all-pair hopping: 0.999
site spread 0.01 eV: 0.995
site spread 0.10 eV: 0.612
field 1.0 MV/cm (0.10 eV/nm): 0.344
median gap to next level: 0.0521 eV
kT at 300 K: 0.0259 eV
linked spacings, rms X at 10 nm: 1.743, law 1.731
mass 0.10 m_e: rms X at 10 nm 1.093
mass 0.20 m_e: rms X at 10 nm 1.393
relaxation 0.5 eV, phonon 0.05 eV: S = 10.0
hopping factor from relaxation at 300 K: 1.55e-06
reduced hopping: 1.68e-07 eV
```
